# Pressure drop beneath a uniformly injecting showerhead

A reactor calculation must decide whether the showerhead can be replaced by one prescribed injection speed over its whole face, or whether the flow through the plate and the flow beneath it must be solved together. Gas leaving a thin gap between stationary faces needs a higher pressure at the centre than at the edge. That excess opposes injection at the centre. If it is small compared with the pressure drop through the plate, a single speed will do. The quantity needed is therefore the centre-to-edge drop in the gap, found below in two ways:

$$\Delta p=p(0)-p(R)=\frac{3\mu VR^2}{H^3}. \qquad (1)$$

The wafer is a stationary solid disc at $z=0$, and the showerhead face is at $z=H$. Gas of uniform density $\rho$ and viscosity $\mu$ enters with velocity $-V$ along $z$ and leaves at radius $R$. The speed $V$ is the volume flow divided by the whole face area, not the speed inside a hole. The flow is steady and axisymmetric, with radial velocity $u$ and axial velocity $w$. Both faces impose $u=0$. The pressures in (1) are taken at the same height, inside the gap; any drop in the exhaust beyond $R$ is separate.

## First derivation: mass balance and wall friction

Let $U(r)$ be the radial velocity averaged over the gap. The gas injected inside radius $r$ must cross the cylinder of that radius:

$$2\pi rHU=\pi r^2V,\qquad U=\frac{Vr}{2H}. \qquad (2)$$

For $H\ll R$, velocities vary much faster across the gap than along it, and the pressure is nearly uniform across it. Radial inertia is of order $\rho U^2/r$ and friction of order $\mu U/H^2$. Their ratio is

$$\frac{\rho UH^2}{\mu r}=\frac{\rho VH}{2\mu}=\frac{Re}{2},\qquad Re=\frac{\rho VH}{\mu}.$$

Thinness alone is thus not enough: $Re$ must also be small. The radial balance is then

$$\mu\frac{\partial^2u}{\partial z^2}=\frac{dp}{dr}.$$

Integrating twice with $u=0$ at both faces gives

$$u=-\frac{1}{2\mu}\frac{dp}{dr}\,z(H-z).$$

Since $\int_0^Hz(H-z)\,dz=H^3/2-H^3/3=H^3/6$, the average is

$$U=-\frac{H^2}{12\mu}\frac{dp}{dr}. \qquad (3)$$

Solving for the gradient and inserting (2),

$$\frac{dp}{dr}=-\frac{12\mu U}{H^2}=-\frac{6\mu Vr}{H^3}. \qquad (4)$$

Integration from $0$ to $R$ gives $p(R)-p(0)=-3\mu VR^2/H^3$, which is (1).

One power of $R$ comes from the growing flow, the other from the length over which friction acts. At fixed total flow $Q=\pi R^2V$, however, $\Delta p=3\mu Q/(\pi H^3)$ does not depend on $R$.

## Second derivation: a similarity solution of the flow equations

Now keep all terms of the incompressible flow equations. Let $s=z/H$, let primes denote $d/ds$, and try

$$w=-Vf(s),\qquad u=\frac{Vr}{2H}f'(s). \qquad (5)$$

Mass is conserved because $(1/r)\partial_r(ru)=Vf'/H$ and $\partial_zw=-Vf'/H$. The wall conditions are $f(0)=f'(0)=f'(1)=0$ and $f(1)=1$.

In the radial equation the inertial terms are

$$u\,\partial_ru=\frac{V^2r}{4H^2}f'^2,\qquad w\,\partial_zu=-\frac{V^2r}{2H^2}ff''.$$

The radial part of the viscous term, $\partial_r[(1/r)\partial_r(ru)]$, vanishes because $u$ is proportional to $r$. What remains is

$$\frac{\rho V^2r}{H^2}\left(\frac{f'^2}{4}-\frac{ff''}{2}\right)=-\frac{\partial p}{\partial r}+\frac{\mu Vr}{2H^3}f'''.$$

The axial equation, $\rho w\,\partial_zw=-\partial_zp+\mu\,\partial_z^2w$, makes $\partial_zp$ a function of $z$ alone, so $\partial_rp$ cannot depend on $z$. The radial equation makes $\partial_rp$ equal to $r$ times a function of $z$. Both hold if

$$-\frac{\partial p}{\partial r}=A\frac{\mu Vr}{H^3}$$

with constant $A$. Multiplying the radial equation by $2H^3/(\mu Vr)$ gives

$$f'''+2A=Re\left(\frac{f'^2}{2}-ff''\right). \qquad (6)$$

For $Re=0$, $f'''=-2A$. The conditions at $s=0$ leave $f=-As^3/3+cs^2/2$. From $f'(1)=-A+c=0$ comes $c=A$, and from $f(1)=A/6=1$ comes $A=6$. Hence $f=3s^2-2s^3$, and integrating the pressure gradient gives $\Delta p=A\mu VR^2/(2H^3)=3\mu VR^2/H^3$ again.

The axial equation also gives the pressure variation across the gap. For $Re=0$, $\partial_zp=-\mu Vf''/H^2$, so

$$p=p_0-\frac{3\mu Vr^2}{H^3}-\frac{\mu V}{H}f'(s),$$

where $p_0$ is the pressure on the wafer at the centre. Since $f'(1/2)=3/2$, the mid-gap pressure is lower than the wall pressure by $3\mu V/(2H)$, a fraction $H^2/(2R^2)$ of $\Delta p$. It cancels in a difference at fixed height.

### Weak and strong inertia

For small $Re$, put $f=f_0+Re\,f_1$ and $A=6+Re\,a$, with $f_0=3s^2-2s^3$. The parts of the source in (6) are

$$\tfrac12f_0'^2=18s^2-36s^3+18s^4,$$
$$f_0f_0''=(3s^2-2s^3)(6-12s)=18s^2-48s^3+24s^4.$$

Thus $f_1'''=12s^3-6s^4-2a$. Integrating with $f_1(0)=f_1'(0)=0$,

$$f_1'=\frac{3s^5}{5}-\frac{s^6}{5}-as^2+bs,\qquad f_1=\frac{s^6}{10}-\frac{s^7}{35}-\frac{as^3}{3}+\frac{bs^2}{2}.$$

Both vanish at $s=1$. The first condition gives $b=a-2/5$. The second becomes

$$\frac1{10}-\frac1{35}-\frac a3+\frac a2-\frac15=0,$$

so $a/6=9/70$. To first order,

$$\Delta p=\frac{3\mu VR^2}{H^3}\left(1+\frac{9}{70}Re\right). \qquad (7)$$

Inertia raises the drop because the gas enters without radial momentum and must be accelerated outward. The momentum flux of the profile $f_0$ alone would give $3/20$ in place of $9/70$; the accompanying change in wall friction takes back $3/140$. Numerical solution of (6) at $Re=\pm0.05$ gives the slope $0.128571$, equal to $9/70$ to the digits shown.

In the opposite limit, suppose the flow stays laminar and friction is confined to a thin layer on the wafer. Outside that layer the no-slip condition at $s=0$ is dropped, while the gas still enters normal to the face. The function $f=2s-s^2$ satisfies $f(0)=0$, $f(1)=1$ and $f'(1)=0$. It has $f'''=0$, and

$$\tfrac12f'^2-ff''=2(1-s)^2+2(2s-s^2)=2.$$

Equation (6) then gives $A=Re$ and $\Delta p=\rho V^2R^2/(2H^2)$. This leading-order drop is independent of viscosity and varies as $H^{-2}$. It is approached slowly: the relative correction is about $1.2/\sqrt{Re}$, still 13% at $Re=100$.

## What each derivation assumes

The first derivation needs a thin gap and small $Re$, but it is local. Equation (3) holds for any injection that varies slowly over a distance $H$, so it can be coupled to a real plate. The second needs uniform injection, but not a thin gap away from the outlet, and it retains inertia. Its outlet must supply the velocity profile (5), which a real edge does not do.

A two-dimensional creeping-flow calculation tests the edge. It assumes neither a thin gap nor form (5), and continues the solid walls for $2H$ beyond the injecting region. With 24 cells across the gap, the ratio of its wafer pressure drop to (1) is $0.998$ for $R/H=15$ and $1.012$ for $R/H=5$. The finite grid lowers both ratios by about 0.35%; the converged values are $1.002$ and $1.016$, an excess of about $0.4\,(H/R)^2$. With this outlet, (1) is good to within about two per cent even in the shorter gap.

Both derivations also assume constant density and no wall slip. For an isothermal ideal gas with uniform mass injection, let $p_c$ and $p_e$ be the centre and edge pressures and $V_e$ the injection speed referred to $p_e$. Mass balance gives $U=V_ep_er/(2Hp)$, and (3) becomes

$$p\frac{dp}{dr}=-\frac{6\mu V_ep_er}{H^3},\qquad p_c^2=p_e^2+2p_eD,\qquad D=\frac{3\mu V_eR^2}{H^3}.$$

For $D\ll p_e$ the drop is $D[1-D/(2p_e)]$, slightly below (1).

With slip length $\lambda$ on both faces, the wall velocity is $\lambda$ times the wall shear rate. The profile becomes $u=-(dp/dr)(zH-z^2+\lambda H)/(2\mu)$. Its integral contains $H^3/6+\lambda H^2$ in place of $H^3/6$, so the drop is divided by $1+6\lambda/H$.

## When the plate keeps injection uniform

Let the plenum pressure be $P$ and the plate resistance $Z$, so that $V(r)=D_p/Z$ with $D_p=P-p$. Equation (3) gives $U=(H^2/12\mu)\,dD_p/dr$, and local mass balance, $(1/r)\,d(rHU)/dr=V$, becomes

$$\frac1r\frac{d}{dr}\left(r\frac{dD_p}{dr}\right)=\kappa^2D_p,\qquad \kappa^2=\frac{12\mu}{H^3Z}.$$

The solution regular at the centre is proportional to the modified Bessel function $I_0(\kappa r)$. Let $x$ be the gap drop (1) divided by the plate drop $ZV$, at the same nominal $V$. Then $x=3\mu R^2/(H^3Z)=\kappa^2R^2/4$, and

$$\frac{V(R)}{V(0)}=I_0(2\sqrt x)=1+x+\frac{x^2}{4}+\cdots. \qquad (8)$$

For small $x$, the fractional excess at the edge is simply the ratio of the two drops. At $x=1$ the edge receives $2.28$ times the central injection; a direct balance over concentric rings gives the same value.

## A hydrogen showerhead over a 300 mm wafer

Take $R=150$ mm, $H=10$ mm, a pressure of 100 Torr and 40 standard litres of hydrogen per minute (0 °C, 1 atm). The wafer is at 1300 K and the showerhead at 350 K. Properties and $V$ are evaluated at the mean temperature, 825 K. A rough viscosity law, $8.9\,(T/300\ \mathrm K)^{0.68}$ µPa s, gives $\mu=17.71$ µPa s.

The standard flow is $6.67\times10^{-4}$ m³/s. Expansion to 100 Torr and 825 K multiplies it by $7.6\times825/273.15$, giving $0.0153$ m³/s. Division by the face area, $0.0707$ m², gives $V=0.2165$ m/s. Hence

$$\Delta p=\frac{3(1.771\times10^{-5})(0.2165)(0.150)^2}{(0.010)^3}\ \mathrm{Pa}=0.259\ \mathrm{Pa},$$

or 1.94 mTorr. This is $1.9\times10^{-5}$ of the absolute pressure, so compressibility is negligible. The residence time, gap volume over volume flow, is $\pi R^2H/(\pi R^2V)=H/V=46$ ms in the uniform-gas model.

With $\rho=3.918$ g/m³, $Re=0.479$. Equation (7) predicts a 6.2% increase from inertia, and numerical solution of (6) gives 6.3%. Taking the mean free path, 3.07 µm, as the slip length lowers the drop by about 0.18%.

The temperature difference needs more care. Let $\theta=T/825\ \mathrm K$ depend on $s$ alone, with density proportional to $1/\theta$ and viscosity and thermal conductivity to $\theta^n$, $n=0.68$. Write $u=(Vr/2H)g(s)$ and the downward mass flux as $\rho VF(s)$, where $\rho$, $\mu$ and $V$ now denote values at 825 K. Mass conservation gives $F'=g/\theta$, with $F(0)=0$ and $F(1)=1$. The steps that led to (6) now give

$$(\theta^ng')'=-2A+Re\left(\frac{g^2}{2\theta}-Fg'\right),\qquad g(0)=g(1)=0.$$

With constant heat capacity, the balance of heat carried by the flow and heat conducted is

$$(\theta^n\theta')'=-Re\,Pr\,F\theta',$$

where the Prandtl number $Pr=0.70$ is a rough input. Dropping the terms in $Re$ isolates the effect of variable properties: $A/6=0.960$. Restoring inertia alone gives $A/6=1.026$; adding heat convection gives $A/6=0.999$, and a drop of 0.258 Pa. The last digits depend on the rough inputs: a conductivity exponent of 0.77 in place of 0.68 gives $1.016$. The close agreement with (1) results from opposing corrections in this example; it is not a general property of the mean temperature.

Cold-face values would mislead. At fixed mass flow and pressure, $V\propto T$, so $\mu V\propto T^{1.68}$. Using 350 K throughout gives 0.061 Pa, too small by a factor of about four.

Gravity adds no radial pressure gradient while the temperature depends on height alone. The Rayleigh number, $g_0\Delta T\,H^3Pr\,\rho^2/(T\mu^2)$ with $g_0$ the acceleration of gravity, $\Delta T=950$ K and $T=825$ K, is 0.39. This is far below the rough value of 1700 at which a still layer between rigid plates begins to convect.

For the plate, take holes of diameter $d=0.6$ mm and length $L=10$ mm, with 4% open area. The superficial speed at the cold face is 9.185 cm/s, so the mean hole speed is $v=0.09185/0.04=2.30$ m/s. Parabolic tube flow has mean speed $v=d^2\Delta P/(32\mu L)$. With the viscosity at 350 K, and without entrance and exit losses, the plate drop is $\Delta P=20.2$ Pa. Then $x=0.258/20.2=0.0128$, and (8) gives an edge excess of 1.3%. One injection speed is adequate if that error is acceptable and the plenum pressure is uniform, as (8) assumes. Halving the gap with the same flow and plate raises $x$ about eightfold and the excess to roughly 10%; if that is too large an error, the coupled calculation is needed.

The holes also produce jets. Their dynamic pressure, 0.024 Pa, is about 9% of the gap drop. The hole Reynolds number is only 1.3, so viscous stress matters too; its scale, $\mu v/d$ at 350 K, is 0.038 Pa, about 15% of the gap drop. Numerical factors can make the pressure at a hole mouth much larger than this scale. Creeping flow through a thin orifice of the same diameter and mean speed, for example, needs $3\pi\mu v/d=0.36$ Pa on each side, more than the gap drop. Such a loss is nearly the same at every hole, so it adds to the plate drop, not to the centre-to-edge drop. Equation (1) describes the pressure away from the hole mouths. The hole pitch of 2.7 mm is well below the gap height, which suggests that the jets merge before reaching the wafer, but this has not been calculated.

These settings are illustrative and do not describe a particular machine. If the wafer rotates, the assumption of a stationary wafer fails. For a uniform gas, with $Re$ and $\rho\Omega H^2/\mu$ both small, rotation at angular speed $\Omega$ gives the azimuthal velocity $\Omega r(1-s)$, and the radial balance becomes

$$\frac{\mu}{H^2}\frac{\partial^2u}{\partial s^2}=\frac{dp}{dr}-\rho\Omega^2r(1-s)^2.$$

Multiply by $s(1-s)$ and integrate over $s$. Two integrations by parts turn the left side into $-2\mu U/H^2$, while $\int_0^1s(1-s)\,ds=1/6$ and $\int_0^1s(1-s)^3ds=1/20$. Therefore

$$\frac{dp}{dr}=-\frac{12\mu U}{H^2}+\frac{3}{10}\rho\Omega^2r,$$

and rotation lowers the drop by $0.15\rho\Omega^2R^2$. With the density at 825 K, this is 0.0015 Pa at 100 revolutions per minute, under 1% of the drop. Since $Re=0.48$ is not very small, the formula overestimates here; the similarity solution with inertia and rotation gives about 0.0012 Pa. At 1000 revolutions per minute $\rho\Omega H^2/\mu$ is about 2.3, so the formula is outside its range. Its value there, 0.15 Pa, is only a warning that rotation may change the drop substantially; the similarity solution gives about 0.12 Pa, nearly half the drop. Equation (1) should then not be used without solving for the rotating flow. The numerical output follows.

## Numbers as computed

```
Outlet radius R: 150 mm
Gap H: 10 mm
Pressure: 100 Torr
Hydrogen flow: 40 standard L/min (0 C, 1 atm)
Wafer temperature: 1300 K
Showerhead temperature: 350 K
Reference temperature: 825 K
Viscosity at 300 K (rough input): 8.9 uPa s
Viscosity temperature exponent (rough input): 0.68
Prandtl number (rough input): 0.7
Viscosity at reference temperature: 17.71 uPa s
Density at reference temperature: 3.918 g/m3
Injection speed V at reference temperature: 21.65 cm/s
Mean radial speed at edge: 1.624 m/s
Residence time H/V: 46.19 ms
Pressure drop, formula: 0.2588 Pa
Pressure drop, formula: 1.941 mTorr
Drop / absolute pressure: 1.94e-05
Injection Reynolds number: 0.4791
Creeping-flow coefficient A, numerical: 6
Inertial slope of drop factor, numerical: 0.128571
Inertial slope 9/70: 0.128571
Drop factor, inertia only, numerical: 1.063
Drop factor, inertia only, first order: 1.062
Drop factor, heating only: 0.9599
Drop factor, heating and inertia: 0.9986
Pressure drop with heating and inertia: 0.2584 Pa
Injection speed at cold face: 9.185 cm/s
Drop if cold-face values are used: 0.06127 Pa
2D Stokes drop / formula, R/H = 15: 0.99824
2D Stokes drop / formula, R/H = 5: 1.0121
Mean free path: 3.07 um
Relative reduction by slip, about: 0.00184
Relative reduction by compressibility: 9.7e-06
Rayleigh number: 0.387
Hole diameter: 0.6 mm
Hole length: 10 mm
Open area fraction: 0.04
Hole pitch, square array: 2.66 mm
Hole mean speed: 2.3 m/s
Hole Reynolds number: 1.29
Hole dynamic pressure: 0.0243 Pa
Plate pressure drop: 20.17 Pa
Edge excess of injection over centre: 1.29 %
Ring network edge/centre ratio at x = 1: 2.2796
Bessel edge/centre ratio at x = 1: 2.2796
```
